Gaussian, spherical and Landau bases for hydrogen in a strong magnetic field, part 2

This text compares anisotropic Gaussians, spherical harmonics and Landau channels as bases for the lowest m = 0 state of hydrogen in a magnetic field along z. Algebra is in atomic units, numbers in eV and Å. The field strength is γ = B/B₀, B₀ = 2.35052×10⁵ T; the examples are γ = 1 and 10. With ρ² = x² + y²,

H = −½∇² − 1/r + γ²ρ²/8.   (1)

With s = γρ²/2 and Laguerre polynomials Lₙ, the Landau functions and energies are

φₙ(ρ) = √(γ/2π) e^(−s/2) Lₙ(s),   εₙ = γ(n + ½),   φₙ(0) = √(γ/2π),   (2)

The binding energy is E_b = γ/2 − E. For exact ψ, trial function χ and η = ψ − χ,

E_χ − E = ⟨η|H − E|η⟩/⟨χ|χ⟩ ≥ 0.   (4)

With T the kinetic energy, V = −1/r and D = γ²ρ²/8,

2⟨T⟩ + ⟨V⟩ − 2⟨D⟩ = 0.   (5)

Near the nucleus ψ = ψ(0)(1 − r + …). Far along the axis, up to a power of z,

ψ ∼ e^(−γρ²/4) e^(−κ|z|),   κ = √(2E_b),   (6)

so κ = 1.289 and 1.870 at the two fields.

The Gaussians exp(−αρ² − βz²) have α = γ/4 + a′, because ψ falls as e^(−γρ²/4) at large ρ. In the lattice a′ is 0 or a power of q from γ/64 to 2¹⁰, and β a power of q from 1/64 to 2¹⁰, plus a diagonal a′ = β up to top = 2²⁰. In the tail (6) small β are cut off by e^(−κ²/(4β)). Overlap eigenvectors with eigenvalues below τ = 10⁻¹⁰ are dropped. Stopping at β_max costs

δE ∝ |ψ(0)|² β_max^(−3/2).   (9)

The spherical basis has even l ≤ L and, for each l, M polynomials in r on 0 ≤ r ≤ R, built from Legendre polynomials Pₙ. With l = L + 2, its angular error is estimated as

δE ∼ exp[−Λ l^(2/3)],   Λ = 3(2κ²/γ)^(1/3) = 3(4E_b/γ)^(1/3).   (10)

It comes mainly from z near z*, where z*³ = 2l²/(γκ). Errors are the reference E_b (spherical basis, L = 48) minus the basis's E_b.

4. Landau channels

4.1 Channel potentials

Write ψ = Σ φₙ(ρ)gₙ(z) over n < N. Projecting (1) on φₙ and using (2),

−½gₙ″ + γ(n + ½)gₙ + Σₙ′ Vₙₙ′(z)gₙ′ = E gₙ,

Vₙₙ′(z) = −(γ/2π)∫₀^∞ 2πρ dρ e^(−s)Lₙ(s)Lₙ′(s)/√(ρ² + z²).

At small z the integrand varies sharply near ρ = 0. Changing variable to r = √(ρ² + z²) at fixed z gives ρ dρ = r dr, and the r cancels the denominator:

Vₙₙ′(z) = −γ∫_|z|^∞ e^(−s)Lₙ(s)Lₙ′(s) dr,   s = γ(r² − z²)/2.   (11)

The integrand is smooth, and the program uses 200 Gauss–Legendre points up to s = 200. For n = n′ = 0, ∫_|z|^∞ e^(−γr²/2)dr = √(π/2γ) erfc(|z|√(γ/2)), so

V₀₀(z) = −√(πγ/2) erfcx(|z|√(γ/2)),   erfcx(y) = e^(y²)erfc(y).

It is finite at z = 0 and tends to −1/|z| at large |z|, since erfcx(y) → 1/(y√π). The program tests (11) against this closed form and, for n = 3, n′ = 5, against adaptive quadrature in s. N = 1 is the adiabatic approximation: a one-dimensional problem in V₀₀.

Differentiating (11) at z → 0⁺, the lower limit contributes +γLₙ(0)Lₙ′(0) = γ and the other term vanishes with z, so every Vₙₙ′ has a kink γ|z|. The program therefore works on 0 ≤ z ≤ Z, where the potentials are smooth, with the M polynomials P_(n+1)(t) − Pₙ(t), t = 2z/Z − 1, that vanish at Z, and Z = R. Their even continuations are continuous and of finite kinetic energy, so they are admissible trial functions, and gₙ′(0) = 0 emerges from the minimisation. The potential integrals use 130 quadrature points and are not exact, so the bound holds up to that quadrature error.

4.2 The cusp law

The far tail (6) now has its exact transverse form from the first channel, though nearer the nucleus the Coulomb term mixes in higher ones. But every φₙ is smooth in x and y, and the cusp has to be built from many of them. Take χ in (4) as the projection of ψ on n < N, so that η is the part with n ≥ N. Expand η in the states |n, k_z⟩ = φₙ(ρ)e^(ik_z z), eigenstates of H₀ = H − V with energy k²/2, where k² = k⊥² + k_z² and k⊥² = 2εₙ. The Schrödinger equation gives each amplitude as −⟨n, k_z|V|ψ⟩/(k²/2 − E). For large k, E is negligible in the denominator, the H₀ part of (4) dominates, and

δE ≈ Σ_(n≥N) ∫ (dk_z/2π) |⟨n, k_z|V|ψ⟩|²/(k²/2).

A rapidly oscillating state picks up only the singular point of Vψ, where Vψ ≈ −ψ(0)/r; smooth regions average out. Near the axis γ²ρ²/8 is negligible against εₙ, so φₙ solves −½∇⊥²φ = εₙφ, whose regular axial solution is φₙ(0)J₀(k⊥ρ), the average of a plane wave over the direction of k⊥. For an axially symmetric function the matrix element is therefore φₙ(0) times the Fourier transform. From ∇²(1/r) = −4πδ the transform of 1/r is 4π/k², so

|⟨n, k_z|V|ψ⟩|² ≈ (γ/2π) 16π²|ψ(0)|²/k⁴.

The levels εₙ are the midpoints of intervals of width γ starting at γn, so γΣ_(n≥N) → ∫_(γN)^∞ dε = ∫_K^∞ k⊥dk⊥ with K² = 2γN. Collecting the factors 1/2π, 1/2π, 16π² and 2,

δE ≈ 8|ψ(0)|² ∫_K^∞ k⊥dk⊥ ∫_(−∞)^∞ dk_z (k⊥² + k_z²)⁻³.

With k_z = k⊥tan ϑ the inner integral is k⊥⁻⁵∫cos⁴ϑ dϑ over (−π/2, π/2), which is (3π/8)k⊥⁻⁵. The outer integral is ∫k⊥⁻⁴dk⊥ = 1/(3K³). The product is 8 × (3π/8)/3 = π:

δE ≈ π|ψ(0)|²/(2γN)^(3/2).   (12)

The computed energy is the minimum over n < N, not the energy of the projection. With P the projector on n < N, which commutes with H₀, P(H − E)χ = −PVη. Its matrix elements with plane-wave-normalised states are of order ψ(0)K⁻¹ × K × K⁻³ = ψ(0)K⁻³, so relaxing χ lowers the energy by about |ψ(0)|²K⁻⁶∫d³k/k² over k up to order K, which is of order K⁻⁵, a relative correction K⁻². The first correction is ⟨η|V|η⟩. The piece η has size ψ(0)/K in a volume K⁻³ where |V| ∼ K, which gives a negative term of order K⁻⁴, so the ratio of the true error to (12) should approach 1 from below as 1 − c/K. Neglecting E in the denominators and the r² terms of ψ gives relative corrections of order E/K² and γ/K².

N      γ = 1 (ratio)            γ = 10 (ratio)
1      4.0697 (0.2924)          2.1574 (0.9347)
2      2.2040 (0.4478)          0.79491 (0.9741)
4      1.0463 (0.6013)          0.28142 (0.9755)
8      0.44745 (0.7273)         0.099325 (0.9738)
16     0.17799 (0.8183)         0.035177 (0.9754)
32     0.067637 (0.8795)        0.012485 (0.9792)

For γ = 10 and N = 32: a₀³ = 0.148185 Å³, |ψ(0)|²a₀³ = 16.29611 × 0.148185 = 2.41484, K³ = 640^(3/2) = 16191, and (12) gives π × 2.41484/16191 × 27.2114 = 0.012750 eV; the computed error 0.012485 eV is 0.9792 of it. For γ = 1 and N = 32: 3.10809 × 0.148185 = 0.46057, K³ = 512, the law gives 0.07690 eV and the ratio is 0.8795.

If the ratio is r∞ − c/K, then K grows by √2 from N = 16 to 32 and r∞ = (√2 r₃₂ − r₁₆)/(√2 − 1). This is (1.24380 − 0.8183)/0.41421 = 1.027 at γ = 1 and (1.38480 − 0.9754)/0.41421 = 0.988 at γ = 10. The program asserts 1 within 0.08, the allowance being for the 1/K² terms; this tests the constant π in (12) as well as the power.

The γ = 10 column is unexpected. The ratio is already 0.974 at N = 2, stays nearly flat, and dips slightly between N = 4 and 8 instead of rising steadily. The products (1 − ratio) × K for N = 8, 16, 32 are 0.33, 0.44, 0.53 at γ = 10, rising, and 1.09, 1.03, 0.96 at γ = 1, falling. The coefficient c comes from the cusp alone and should not depend on the field. Fitting the last two products with c plus a term in 1/K gives c near 0.7 at γ = 10 and 0.8 at γ = 1, with second terms of opposite sign. A common c with a positive correction of order γ/K² = 1/(2N) that partly cancels it at γ = 10 would account for the flat column. A calculation at γ = 100 supports this: the ratio there lies above 1, falling from 1.104 at N = 4 to 1.020 at N = 16, which a term −c/K alone cannot give. The correction itself is not derived here.

Inverting (12), an error of 10⁻⁵ eV needs N ≈ (π|ψ(0)|²/δE)^(2/3)/(2γ), about 1.2×10⁴ channels at γ = 1 and 3.8×10³ at γ = 10. These are leading-order extrapolations, not calculations. The spherical basis reaches the same error at L = 8 and L = 24.

The basis improves as the field grows. If ψ ≈ φ₀(ρ)√κ e^(−κ|z|), then |ψ(0)|² ≈ γκ/2π, and (12) at fixed N scales as κ/√γ, or 1/(κ√γ) relative to E_b = κ²/2. This is only a rough guide: the computed |ψ(0)|² is 2.2 times γκ/2π at γ = 1 and 0.81 times at γ = 10, so (12) falls by a factor 6.0 between the two fields, where κ/√γ falls by 2.2. In the example the N = 1 error falls from 18 % of E_b at γ = 1 to 4.5 % at γ = 10, while the L = 0 error rises from 0.9 % to 24 %.

5. How the three bases are related

Gaussians with α = β are functions of r alone, so a complete set of them must give the L = 0 energy. The averaged potential γ²r²/12 is an oscillator of frequency ω = γ/√6 with tail exp(−ωr²/2), so the sequence is shifted by γ/(2√6) for the reason given in section 2.3. Gaussians with α = γ/4 are φ₀(ρ) times a function of z, so they must give the N = 1 energy. The program asserts both at both fields, within about 3×10⁻⁶ eV. The limiting binding energies are 22.4178 eV (L = 0) and 18.5475 eV (N = 1) at γ = 1, and 36.1593 eV and 45.4026 eV at γ = 10. The lattice contains the row a′ = 0, which is the tube, and the diagonal a′ = β, which at large exponent is the cusp, which fits the weak dependence of its error on γ in the table of section 2.5.

6. Result and what its digits mean

γ = 1:   E_b = 22.617258 eV = 0.8311689 hartree
γ = 10:  E_b = 47.559984 eV = 1.7477972 hartree

The q = 2 Gaussians and the L = 48 spherical basis print the same digits. The program asserts that they agree within about 3×10⁻⁶ eV, that both round to 0.831169 and 1.747797 hartree, and that the Gaussian solution obeys (5) within about 3×10⁻⁵ eV. Both are lower bounds to E_b, so their agreement is not a proof of convergence; it is strong evidence, because the two bases share no truncation: one has no box and builds the cusp from functions that are smooth at the nucleus, the other has a box and polynomials in r that meet the cusp condition to better than 10⁻⁶. The radial size M and the box R were not varied separately, and entries near 10⁻⁸ eV in the tables are differences from the reference, whose own radial error is not resolved at that level.

The digits belong to the model (1). For real hydrogen the finite proton mass, roughly 1800 electron masses, changes E_b by a fraction of order 1/1800 or somewhat less, of the order of 0.01 eV at γ = 10, and in a field the centre-of-mass motion does not separate from the internal motion. At the two fields computed, relativistic terms are smaller than the energies by a factor of order E/c², with c roughly 140 in atomic units. As γ approaches c² the higher Landau levels are no longer evenly spaced, so (1) does not hold as it stands. The binding energy is much less sensitive, because the motion along the field stays slow: in the lowest Landau channel alone, the Dirac equation at γ = c² lowers E_b by a fraction of only about 5×10⁻⁵.

7. Settings

Basis. At γ = 10 the Gaussian lattice reaches the 10⁻⁸ eV level with the fewest functions of the settings tried: 248, against 19 × 50 = 950 for L = 36. Part of that gap is the generous M = 50, and 19 × 30 = 570 functions come within about 2×10⁻⁸ eV in a box of 7.5a₀ = 3.97 Å (about 10⁻⁷ eV in one of 6.5a₀ = 3.44 Å), still more than twice the Gaussian count. At γ = 1 a trimmed spherical basis is smaller than the full lattice: L = 14, M = 16 and R = 11a₀ = 5.82 Å, 128 functions in all, come within about 10⁻⁸ eV, against 316 Gaussians for the same level. The lattice can be trimmed too, so this is not a ranking of the two bases: with β and a′ from 1/16 (plus a′ = 0), the rectangle ended at 2⁵, top = 2¹⁹ and only the pairs with β/4 ≤ α ≤ 16β kept, 74 Gaussians at q = 2 come within about 5×10⁻⁸ eV.

q. Use q = 2 for six decimals in hartree; q = 3 gives about 2×10⁻⁴ eV and is not enough for that; q = 4 gives a few times 10⁻³ eV. At q = 2 the threshold already removes 39 and 29 directions, so about half of what a smaller q adds is redundant and the gain is modest: at γ = 10 and the same τ, q = 1.75 keeps 269 of 352 functions and lowers the error from 1.6×10⁻⁸ to about 6×10⁻⁹ eV.

top. Scale from (9): at γ = 10 and q = 2 the cost is 6.4×10⁻⁷ eV at 2¹⁵, it falls by a factor 8 for each factor 4 in top, and it is proportional to |ψ(0)|². Each factor 2 costs one function, so there is little to save.

Lattice limits. Keep the shift γ/4. The value κ²/(4β_min) = 27 used at γ = 1 and q = 2 is ample rather than a threshold: the error stays below 2×10⁻⁸ eV down to about 7 and rises to about 8×10⁻⁵ eV at 3; a more weakly bound state needs a smaller β_min, and lowering it in proportion to E_b may not be enough. For the first excited even m = 0 state at γ = 1, with E_b = 4.37 eV, values of about 5 and 10 still cost 2×10⁻⁵ and 3×10⁻⁷ eV. The edge 2¹⁰ of the rectangle has to stay far above γ/4: with q = 2 it costs about 2×10⁻⁸ eV at γ = 100 and 9×10⁻⁶ eV at γ = 1000, so it should be raised when errors of that size matter. States with m ≠ 0 or odd z-parity need prefactors ρ^|m|e^(imφ) or z and different matrix elements.

L. At fixed exponent in (10), L + 2 scales as √(γ/E_b), a factor √(10 × 0.83117/1.74780) = 2.2 from γ = 1 to 10. The observed factor at 10⁻⁵ eV is larger, 26/10 = 2.6. The steps of 2 in L do not explain the excess: interpolating with the measured slopes puts the crossing at L + 2 ≈ 8.6 for γ = 1 and 24.3 for γ = 10, a factor 2.8. The neglected prefactor is a possible cause; this is not tested. Run three values of L, fit E + C exp[−Λ(L + 2)^(2/3)] to the three energies with E, C and Λ free, and take the fitted E as the limit. Two values are not enough, because the limit is unknown as well as the slope. At γ = 10, L = 14, 18 and 24 give in this way an error of 4.5×10⁻⁶ eV at L = 24, against 4.1×10⁻⁶ eV in the table.

R and Z. The density at the wall falls as e^(−2κR). The boxes 7.938 Å and 4.763 Å are 19.3 and 16.8 decay lengths, so 2κR = 38.7 and 33.7. R must also exceed the distance z* of section 3.2 by a clear margin, or the box hides the region that sets the angular error and adds a larger error of its own. At γ = 10 and L = 24, where z* = 2.21 Å and the angular error is 4×10⁻⁶ eV, a box of 5a₀ = 2.65 Å costs 1.7×10⁻⁵ eV and one of 6.3a₀ = 3.33 Å costs about 10⁻⁷ eV; at γ = 10 and L = 48, z* = (5000/18.70)^(1/3) × 0.529177 = 3.41 Å, inside the box. At γ = 1 and L = 48, z* = (5000/1.289)^(1/3) × 0.529177 = 8.31 Å lies outside the box; this does not affect the tables, because at L = 14, where z* = 3.89 Å, the angular error is already 2×10⁻⁹ eV.

N. At the two fields computed, doubling N gains at most about 2^(3/2) = 2.83; from N = 16 to 32 the gain is 2.82 at γ = 10 and 2.63 at γ = 1. The basis suits percent-level work at strong field and the analysis of the adiabatic limit, not six-digit energies at these fields. If |ψ(0)|² is known, adding (12) removes most of the error once the ratio in the table of section 4.2 is near 1; at γ = 1 with N = 1 or 2 it makes the error larger. With N = 32: at γ = 10, 47.5475 + 0.0128 = 47.5603 eV overshoots the reference by 0.0003 eV, and at γ = 1 the overshoot is 0.0769 − 0.0676 = 0.009 eV. The corrected value is no longer a bound.

Computed results

```
hartree = 27.211386 eV, bohr = 0.529177 A, B0 = 2.35052e+05 T
polynomials per channel = 50; errors: reference Eb (L=48) minus Eb
--- g = 1: B = 2.3505e+05 T, magnetic length = 0.52918 A
Landau zero point = 13.60569 eV, box R = 7.938 A
spherical L=0: error 1.994e-01 eV
spherical L=2: error 6.767e-03 eV
spherical L=4: error 3.495e-04 eV
spherical L=8: error 1.872e-06 eV
spherical L=14: error 1.985e-09 eV
slope vs (L+2)^(2/3), L=4..8: measured 3.904, estimate 4.478
one Gaussian: al = 1.6867, be = 1.3327 A^-2, Eb = 20.7332 eV
Gaussians q=6: 46 functions, 46 kept, error 4.15e-02 eV
Gaussians q=4: 95 functions, 95 kept, error 1.82e-03 eV
Gaussians q=3: 116 functions, 116 kept, error 1.56e-04 eV
Gaussians q=2: 316 functions, 277 kept, error 1.44e-08 eV
Landau N=1: error 4.0697e+00 eV, error/cusp law 0.2924
Landau N=2: error 2.2040e+00 eV, error/cusp law 0.4478
Landau N=4: error 1.0463e+00 eV, error/cusp law 0.6013
Landau N=8: error 4.4745e-01 eV, error/cusp law 0.7273
Landau N=16: error 1.7799e-01 eV, error/cusp law 0.8183
Landau N=32: error 6.7637e-02 eV, error/cusp law 0.8795
|psi(0)|^2 = 3.10809 A^-3; ratio extrapolated in 1/K = 1.0273
for 1e-5 eV: L = 8, cusp-law N = 12467
Eb: L=0 22.4178 eV, N=1 18.5475 eV, N=32 22.5496 eV
Eb Gaussians  = 22.617258 eV = 0.8311689 hartree
Eb spherical  = 22.617258 eV = 0.8311689 hartree
--- g = 10: B = 2.3505e+06 T, magnetic length = 0.16734 A
Landau zero point = 136.05693 eV, box R = 4.763 A
spherical L=0: error 1.140e+01 eV
spherical L=4: error 5.239e-01 eV
spherical L=10: error 1.113e-02 eV
spherical L=18: error 1.048e-04 eV
spherical L=24: error 4.061e-06 eV
spherical L=36: error 9.778e-09 eV
slope vs (L+2)^(2/3), L=10..18: measured 2.194, estimate 2.663
one Gaussian: al = 10.0975, be = 3.3510 A^-2, Eb = 45.3243 eV
Gaussians q=6: 40 functions, 40 kept, error 3.64e-02 eV
Gaussians q=4: 77 functions, 77 kept, error 3.79e-03 eV
Gaussians q=3: 96 functions, 96 kept, error 2.04e-04 eV
Gaussians q=2: 248 functions, 219 kept, error 1.57e-08 eV
unshifted lattice q=3: error 5.50e-02 eV
tight cut 2^13, 2^15 bohr^-2: 5.11e-06, 6.40e-07 eV, power 1.499
Landau N=1: error 2.1574e+00 eV, error/cusp law 0.9347
Landau N=2: error 7.9491e-01 eV, error/cusp law 0.9741
Landau N=4: error 2.8142e-01 eV, error/cusp law 0.9755
Landau N=8: error 9.9325e-02 eV, error/cusp law 0.9738
Landau N=16: error 3.5177e-02 eV, error/cusp law 0.9754
Landau N=32: error 1.2485e-02 eV, error/cusp law 0.9792
|psi(0)|^2 = 16.29611 A^-3; ratio extrapolated in 1/K = 0.9883
for 1e-5 eV: L = 24, cusp-law N = 3763
Eb: L=0 36.1593 eV, N=1 45.4026 eV, N=32 47.5475 eV
Eb Gaussians  = 47.559984 eV = 1.7477972 hartree
Eb spherical  = 47.559984 eV = 1.7477972 hartree
```
